# Hydrogen polarizability from the Sternheimer equation and its LAPW p-space fraction

**Problem**

Hartree atomic units are used throughout. A hydrogen atom (fixed nucleus, no relativity) is in its 1s state, $\psi_0=\phi_0(r)Y_{00}/r$ with $\phi_0=2re^{-r}$ and $E_0=-1/2$. A weak uniform field adds $Fz$ to the Hamiltonian, and the polarizability is defined by $E(F)=E_0-\tfrac12\alpha F^2+\dots$

(a) Reduce the first-order (Sternheimer) equation to a radial equation, solve it, and find $\alpha$.

(b) Let $u(r;E)$ be the regular $l=1$ radial solution at energy $E$, and $\dot u=\partial u/\partial E$. Can $u$ and $\dot u$ at the 2p energy serve as a basis on all of space?

(c) In the LAPW setting the p part of the response is $au+b\dot u$ inside a sphere of radius $R$ and unrestricted outside. With $\psi_0$ kept exact, derive the best variational polarizability of this space, and decide whether matching the slope at $R$ matters.

(d) Evaluate the result for $R=2$ bohr, $E=-1/2$ Ha, and find its behaviour for small and for large $R$.

(e) What must be added inside the sphere to recover the full $\alpha$?

**Solution**

**(a) The Sternheimer equation.** Put $\psi=\psi_0+F\psi_1$. The terms linear in $F$ give $(H_0-E_0)\psi_1=-(z-\langle z\rangle_0)\psi_0$, and $\langle z\rangle_0=0$ by parity. Since $Y_{00}=1/\sqrt{4\pi}$ and $Y_{10}=\sqrt{3/4\pi}\cos\theta$, we have $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$, so
$$z\psi_0=\frac{s(r)}{r}Y_{10},\qquad s=\frac{r\phi_0}{\sqrt3}=\lambda r^2e^{-r},\qquad \lambda=\frac{2}{\sqrt3}.$$
The source is pure p, hence $\psi_1=w(r)Y_{10}/r$, which is orthogonal to $\psi_0$ through the angular factor. The radial equation is
$$(h-E_0)w=-s,\qquad h-E_0=-\tfrac12\frac{d^2}{dr^2}+V,\qquad V=\frac1{r^2}-\frac1r+\frac12 .$$
The second-order energy is $F^2\langle\psi_0|z|\psi_1\rangle=F^2\int_0^\infty sw\,dr$, so $\alpha=-2\int_0^\infty sw\,dr$.

For a function $e^{-r}P(r)$ the second derivative is $e^{-r}(P''-2P'+P)$. The term $-\tfrac12P$ cancels the $+\tfrac12$ in $V$, and a single power obeys
$$(h-E_0)\,e^{-r}r^m=e^{-r}\Big\{\big[1-\tfrac12m(m-1)\big]r^{m-2}+(m-1)r^{m-1}\Big\}.$$
For $m=2$ the braces hold $r$; for $m=3$ they hold $-2r+2r^2$. With $w=-\lambda e^{-r}(xr^2+yr^3)$ the braces must add up to $r^2$, which requires $2y=1$ and $x-2y=0$:
$$w=-\lambda\big(r^2+\tfrac12r^3\big)e^{-r}.$$
This solution is unique among normalizable regular functions. The 2p function $r^2e^{-r/2}$ is an eigenfunction of $h$ at $-1/8$ and has no node, so it is the lowest one, and $h-E_0\ge 3/8$ is invertible. With $\int_0^\infty r^ne^{-2r}dr=n!/2^{n+1}$,
$$\alpha=2\lambda^2\Big(\frac{24}{32}+\frac12\cdot\frac{120}{64}\Big)=\frac83\cdot\frac{27}{16}=\frac92\ \text{bohr}^3=0.66683\ \text{Å}^3 .$$
This is the value for a fixed nucleus without relativistic or radiative corrections. As an independent test, $H_0+Fz$ was diagonalized in an s, p, d Laguerre basis at $F=0.002$ and $0.004$, and the $F^2$ error of $-2[E(F)-E(0)]/F^2$ was removed by extrapolation; the result is 4.499999 bohr³.

**(b) The energy derivative.** Differentiating $(h-E)u=0$ with respect to $E$ gives $(h-E)\dot u=u$. Write $\dot u=u\chi$. Then $(h-E)(u\chi)=-u'\chi'-\tfrac12u\chi''=u$, and multiplying by $-2u$ gives $(u^2\chi')'=-2u^2$. Regularity at the origin fixes the integration constant:
$$u\dot u'-u'\dot u=u^2\chi'=-2\int_0^r u^2\,dr' .$$
At $E=-1/8$ take $u=r^2e^{-r/2}$. The integral tends to $4!=24$, so $\chi'\to-48e^{r}/r^4$, and repeated integration by parts gives
$$\dot u\simeq-48\,\frac{e^{r/2}}{r^2}\Big(1+\frac4r+\frac{20}{r^2}+\frac{120}{r^3}+\dots\Big).$$
At $r=40$ the four terms sum to 1.1144, against 1.11479 from the power series of $\dot u$. Adding a multiple of the decaying $u$ cannot remove this growth, so $\dot u$ is not normalizable. The pair can be used only inside a finite sphere, where it is not complete, and the fraction of $\alpha$ that it reproduces is a function of $R$ and $E$, not a single number.

**(c) The variational polarizability.** For continuous p functions define the energy form $\mathcal E(f,g)=\int_0^\infty(\tfrac12f'g'+Vfg)\,dr$. Written with first derivatives it admits functions with a kink, and $\mathcal E(f,f)\ge\tfrac38\int f^2$. Integration by parts, with $w$ smooth, gives $\mathcal E(f,w)=-\langle f|s\rangle$, and so $\mathcal E(w,w)=\alpha/2$. The Hylleraas functional is $J[v]=-4\langle s|v\rangle-2\mathcal E(v,v)$. Replacing $-\langle s|v\rangle$ by $\mathcal E(v,w)$ and $\alpha$ by $2\mathcal E(w,w)$,
$$\alpha-J[v]=2\mathcal E(w,w)-4\mathcal E(v,w)+2\mathcal E(v,v)=2\mathcal E(\delta,\delta)\ge0,\qquad\delta=v-w .$$
The polarizability of a restricted space is the supremum of $J$ on it, written $\alpha-\Delta$.

The free region is eliminated first. The power rule of (a) gives the braces $r^{-1}$ for $m=1$, $r^{-2}-r^{-1}$ for $m=0$ and $-2r^{-2}$ for $m=-1$. In the combination $k=e^{-r}(2r+2+1/r)$ they cancel, so $k$ is the decaying solution of $(h-E_0)k=0$, and it is positive. With $\Pi=2r+2+1/r=(2r^2+2r+1)/r$ and $\Pi'=(2r^2-1)/r^2$,
$$D=\frac{k'(R)}{k(R)}=-1+\frac{2R^2-1}{R(2R^2+2R+1)}=-\frac{2R^3+R+1}{R(2R^2+2R+1)} .$$
Outside the sphere write $\delta=\delta(R)k/k(R)+\eta$ with $\eta(R)=0$. The cross term is $\int_R^\infty(\tfrac12k'\eta'+Vk\eta)=-\tfrac12k'(R)\eta(R)+\int_R^\infty\eta\,(h-E_0)k=0$. The $\eta\eta$ term is non-negative, because $\eta$ continued by zero inside is an admissible p function. The optimum is $\eta=0$, and the same integration by parts gives the outer energy $-\tfrac12D\,\delta(R)^2$. Inside, $\int_0^R(\tfrac12f'g'+Vfg)=\langle f|(h-E_0)g\rangle_R+\tfrac12f(R)g'(R)$, where the subscript limits the integral to the sphere. The total is the form
$$Q(f,g)=\langle f|(h-E_0)g\rangle_R+\tfrac12f(R)\,[g'(R)-Dg(R)] .$$
It is the energy $\mathcal E$ of $f$ and $g$ continued outside as multiples of $k$, and is therefore symmetric and positive definite.

The optimal $v$ has in general a slope jump $j=v'(R^-)-v'(R^+)$, whereas LAPW functions have continuous slope. Add $\eta=j\,(r-R)(1-t)^2$ with $t=(r-R)/\varepsilon$ on $R<r<R+\varepsilon$. It vanishes at $R$, has slope $j$ there, and joins zero smoothly at $t=1$. Its cross term with $\delta$ vanishes as above. Its slope is $j(1-t)(1-3t)$, and $\int_0^1(1-4t+3t^2)^2dt=1-4+\tfrac{22}3-6+\tfrac95=\tfrac2{15}$. The loss in $J$ is $2\cdot\tfrac12j^2\varepsilon\cdot\tfrac2{15}+O(\varepsilon^3)$, which goes to zero with $\varepsilon$. For a complete outer space slope matching leaves the supremum unchanged. Any finite outer basis spans a subspace of the model space, so $\alpha-\Delta$ is an upper bound on what it can reach.

The span of $u$ and $\dot u$ does not depend on normalization, since rescaling $u$ by $c(E)$ turns $\dot u$ into $c\dot u+\dot c\,u$. Choose $\langle u|u\rangle_R=1$ for every $E$. Differentiating this condition gives $\langle u|\dot u\rangle_R=0$, and (b) gives $u'\dot u-u\dot u'=2$ at $R$. Define $N=\langle\dot u|\dot u\rangle_R$. Using $(h-E_0)u=(E-E_0)u$ and $(h-E_0)\dot u=(E-E_0)\dot u+u$, with all functions taken at $R$,
$$A_{11}=E-E_0+\tfrac12u(u'-Du),\qquad A_{12}=Q(\dot u,u)=\tfrac12\dot u(u'-Du),$$
$$A_{22}=(E-E_0)N+\tfrac12\dot u(\dot u'-D\dot u).$$
The other order gives $Q(u,\dot u)=1+\tfrac12u(\dot u'-D\dot u)$, which differs from $A_{12}$ by $1+\tfrac12(u\dot u'-\dot uu')=0$. With $f_1=u$, $f_2=\dot u$,
$$b_i=Q(f_i,w)=-\langle f_i|s\rangle_R+\tfrac12f_iG,\qquad S=2Q(w,w)=-2\langle w|s\rangle_R+wG,\qquad G=w'-Dw .$$
For $w=-\lambda e^{-r}P$, $P=r^2+r^3/2$, the exponential factors cancel and $G=-\lambda e^{-R}(P'\Pi-P\Pi')/\Pi$. Here $P'\Pi=3R^3+7R^2+\tfrac{11}2R+2$ and $P\Pi'=R^3+2R^2-\tfrac12R-1$, so
$$G=-\lambda e^{-R}\,\frac{R\,(2R^3+5R^2+6R+3)}{2R^2+2R+1}.$$
For $\delta=c_1u+c_2\dot u-w$ with $c=(a,b)$, $2Q(\delta,\delta)=2c^TAc-4c^T\mathbf b+S$. The minimum lies at $c=A^{-1}\mathbf b$:
$$\Delta=S-2\,\mathbf b^TA^{-1}\mathbf b,\qquad\Delta_u=S-2b_1^2/A_{11}\ \ (u\text{ alone}).$$
Setting $c=0$ shows that $S$ is the loss when the response is forced to vanish in the sphere. Nested spaces give $0\le\Delta\le\Delta_u\le S$. Two fractions follow: $1-\Delta/\alpha$ of the whole, which includes the amount $\alpha-S$ that the outer region supplies unaided, and $1-\Delta/S$ of the part that depends on the sphere functions.

The functions come from the series $u=\sum c_nr^{n+2}$, $c_0=1$. Inserting it in $u''=(2/r^2-2/r-2E)u$ and collecting $r^n$ gives
$$[(n+2)(n+1)-2]\,c_n=-2c_{n-1}-2Ec_{n-2},$$
and $\dot c_n$ obeys the $E$-derivative of this recurrence.

**(d) Numbers for $R=2$ bohr, $E=-1/2$ Ha.** The inputs are listed in the numerical output below. At the boundary $u=1.484093$, $u'=1.312877$, $\dot u=-0.427248$, $\dot u'=-1.725582$, and the Wronskian is $-0.560924+2.560924=2$. Also $D=-19/26=-0.730769$, $w=-1.250174$, $G=-1.226132$. Then $u'-Du=1.312877+1.084529=2.397406$ and $\dot u'-D\dot u=-1.725582-0.312220=-2.037802$. Since $E=E_0$, the matrix consists of surface terms:
$$A_{11}=0.7420465\times2.397406=1.77899,\qquad A_{12}=-0.213624\times2.397406=-0.51214,$$
$$A_{22}=0.213624\times2.037802=0.43532 .$$
With $\langle u|s\rangle_R=0.588740$, $\langle\dot u|s\rangle_R=0.031810$ and $\langle w|s\rangle_R=-0.639750$,
$$b_1=-0.588740-0.909847=-1.498587,\qquad b_2=-0.031810+0.261931=0.230121,$$
$$S=1.279500+1.532878=2.812378 .$$
The determinant is $0.774434-0.262291=0.512143$, and
$$a=\frac{A_{22}b_1-A_{12}b_2}{\det A}=\frac{-0.652369+0.117855}{0.512143}=-1.04368,$$
$$b=\frac{A_{11}b_2-A_{12}b_1}{\det A}=\frac{0.409382-0.767491}{0.512143}=-0.69924 .$$
Hence $2(ab_1+bb_2)=2(1.564048-0.160909)=2.806278$ and $\Delta=2.812378-2.806278=6.10\times10^{-3}$ bohr³. The model polarizability is 4.4939 bohr³ = 0.66593 Å³, which is 99.86% of $9/2$; the pair recovers 99.78% of $S$. With $u$ alone, $\Delta_u=2.812378-2(2.245763)/1.778986=0.2876$ bohr³, that is 93.6% of $\alpha$ and 89.8% of $S$. With nothing inside the sphere, $4.5-2.8124=1.6876$ bohr³, or 37.5% of $\alpha$, remains.

The slope jump is $j=0.1489$. Imposing slope continuity with 40, 80 and 160 outer Legendre functions costs $3.70\times10^{-4}$, $9.96\times10^{-5}$ and $2.55\times10^{-5}$ bohr³. The ratios 3.7 and 3.9 approach 4, so in this basis the cost falls roughly as the inverse square of the basis size.

The fraction $1-\Delta/\alpha$ for the pair $u,\dot u$ is:

| $R$ (bohr) | $E=-1/2$ | $E=-1/8$ | $E=+1/2$ |
|---|---|---|---|
| 1 | 0.999994 | 0.999997 | 0.999997 |
| 2 | 0.998645 | 0.999573 | 0.999195 |
| 3 | 0.978484 | 0.995483 | 0.959118 |
| 5 | 0.689330 | 0.955957 | 0.056202 |

For all twelve cases $S$, $\Delta_u$ and $\Delta$ were tested, to $10^{-8}$ bohr³, against a direct maximization of $J$ with numerically integrated inner functions and Legendre outer functions. The choice $E=E_0$ is not the best of the three at any listed radius. For $u$ alone the small-sphere expansion below gives a related result: $u$ matches the shape of $w$ through $r^4$ at $E=+1/2$, not at $E_0$. At $R=5$, $E=+1/2$ the pair recovers 4.6% of $S$.

*Small spheres.* The recurrence gives $c_1=-\tfrac12$, $c_2=(1-2E)/10$, and $c_3=[-(1-2E)/5+E]/18=(7E-1)/90$, so $\dot c_2=-\tfrac15$ and $\dot c_3=\tfrac7{90}$. Expanding $(1+r/2)e^{-r}$, the $r^2$ coefficient is $\tfrac12-\tfrac12=0$ and the $r^3$ coefficient is $-\tfrac16+\tfrac14=\tfrac1{12}$, so $W=-w/\lambda=r^2-\tfrac12r^3+\tfrac1{12}r^5+\dots$ The combination $u+\beta\dot u$ (with $c_0=1$) matches $W$ through $r^4$ if $\beta=5c_2=\tfrac12-E$. Its $r^5$ coefficient is $(14E-2+7-14E)/180=\tfrac1{36}$, and therefore
$$W-(u+\beta\dot u)=\tfrac1{18}r^5+O(r^6),$$
with a coefficient free of $E$. The origin of this term is a difference of sources. One has $(h-E_0)W=r^2(1-r+\dots)$, while $(h-E_0)(u+\beta\dot u)=(E+\tfrac12)(u+\beta\dot u)+\beta u=r^2(1-\tfrac12r+\dots)$, because $E+\tfrac12+\beta=1$. The difference $-\tfrac12r^3$ must equal $-\tfrac12(20-2)Cr^3$ for a mismatch $Cr^5$, which gives $C=\tfrac1{18}$ again. The function $\dot u$ is the response to a source shaped like a p function, $r^2(1-r/2)$, and the field supplies $r$ times an s function, $r^2(1-r)$.

The coefficients can still shift by multiples of $u\approx r^2$ and $\dot u\propto r^4$. To leading order in $R$, $V\to1/r^2$ and $D\to-1/R$, so
$$Q(r^m,r^n)=q_{mn}R^{m+n-1},\qquad q_{mn}=\frac{mn/2+1}{m+n-1}+\frac12 .$$
Since $q_{2n}=\tfrac32$ for every $n$, projecting out $r^2$ replaces $q_{mn}$ by $q_{mn}-q_{2m}q_{2n}/q_{22}=q_{mn}-\tfrac32$. From $q_{44}=\tfrac{25}{14}$, $q_{45}=\tfrac{15}8$, $q_{55}=2$ the reduced values are $\tfrac27$, $\tfrac38$, $\tfrac12$. Projecting out $r^4$ leaves $\tfrac12-\tfrac9{64}\cdot\tfrac72=\tfrac1{128}$. With $\lambda^2=\tfrac43$,
$$\Delta\to2\cdot\frac43\cdot\frac{1}{324}\cdot\frac{R^9}{128}=\frac{R^9}{15552},\qquad S\to2\cdot\frac43\cdot\frac32R^3=4R^3 .$$
For $u$ alone the mismatch is $c_2r^4$ with residual $\tfrac27$:
$$\Delta_u\to2\cdot\frac43\cdot\frac{(1-2E)^2}{100}\cdot\frac27R^7=\frac{4(1-2E)^2}{525}R^7 .$$
At $R=0.001$ bohr the ratio $15552\Delta/R^9$ is 0.99917, 0.99850 and 0.99807 for the three energies, and $525\Delta_u/4R^7$ is 3.995, 1.560 and 0.000 against $(1-2E)^2=4$, 1.5625 and 0. These leading-order laws are not quantitative at muffin-tin sizes. At $R=1$ the first gives $6.4\times10^{-5}$, while the computed $\Delta$ lies between $1.3\times10^{-5}$ and $2.8\times10^{-5}$ bohr³ and depends on $E$.

*Large spheres.* Here $S\to\alpha$, because $\langle w|s\rangle_R\to-\alpha/2$ and $wG\to0$, so the fraction tends to $2\mathbf b^TA^{-1}\mathbf b/\alpha$. Let $\tilde f$ be a sphere function $f$ continued outside as a multiple of $k$. The difference between $w$ and its own such continuation vanishes at $R$, so its cross term with $\tilde f$ is zero. This gives $Q(f,w)=\mathcal E(\tilde f,w)=-\langle\tilde f|s\rangle$, together with $Q(f,f)\ge\tfrac38\|\tilde f\|^2$.

At $E=-1/8$ take the normalized 2p function $u_{2p}=r^2e^{-r/2}/\sqrt{24}$ and the growing $g=\dot u\sim e^{r/2}/r^2$ of (b); this pair spans the same space. Then $Q(g,g)$ grows at least like $e^R/R^4$. The overlap $\langle\tilde g|s\rangle$ stays bounded, since $gs\sim e^{-r/2}$. The element $Q(g,u_{2p})=\tfrac38\langle g|u_{2p}\rangle_R+\tfrac12g(u_{2p}'-Du_{2p})$ grows like $R$, since $gu_{2p}$ tends to a constant. After $g$ is divided by $Q(g,g)^{1/2}$, both of its couplings vanish exponentially. What remains is $A_{11}\to\tfrac38$ and
$$-b_1\to\langle2p|s\rangle=\frac2{\sqrt3}\cdot\frac{1}{\sqrt{24}}\cdot24\Big(\frac23\Big)^5=\frac{128\sqrt2}{243}=0.744936 .$$
The recovered polarizability is $2\cdot\tfrac83\cdot2^{15}/3^{10}=2^{19}/3^{11}=2.959621$ bohr³, the 2p term of the sum over states, and the fraction is $2^{20}/3^{13}=0.657694$. The $2\times2$ formula at $R=40$ gives 0.6576936. At $R=5$ the fraction is still 0.956, far above this limit.

At $E=-1/2$ there is no p bound state. The regular solution grows as $u\sim e^r/r$; then $\int_0^ru^2\simeq u^2/2$, $\chi'\to-1$ and $\dot u\simeq-ru$. At the next order $\int_0^ru^2\simeq\tfrac12u^2(1+1/r)$, so $\chi'\simeq-1-1/r$ and $\chi\simeq-r-\ln r+\text{const}$. A combination behaves as $[x+y(r+\ln r)]\,e^r/r$. The bracket is monotonic in $r$; it can vanish at one point but cannot remove the growth, so the norm is $e^R$ times a power of $R$, while the overlap with $s\sim r^2e^{-r}$ grows as a power of $R$. The recovered amount, $2\max_fQ(f,w)^2/Q(f,f)\le\tfrac{16}3\max_f\langle\tilde f|s\rangle^2/\|\tilde f\|^2$, falls like $e^{-2R}$ times a power. The computed fraction at $R=40$ is $7.7\times10^{-24}$.

**(e) The basis response.** Let $p$ be any solution of $(h-E_0)p=-s$ that is regular at the origin, for instance the one without an $r^2$ term; it starts as $\lambda r^4/5$, because $-\tfrac12(12-2)yr^2=-\lambda r^2$. Then $w-p$ is a regular solution of the homogeneous equation at $E_0$, so $w=p+\gamma\,u(r;E_0)$ inside the sphere for some constant $\gamma$. A space that contains $u(E_0)$ and $p$ contains $w$, and $\Delta=0$ for every $R$. No boundary condition on $p$ at $R$ is needed, since changing it shifts $p$ by a multiple of $u(E_0)$. Direct maximization of $J$ with $\{u,p\}$ at $E=-1/2$, $R=3$ gives 4.50000000 bohr³, where $\{u,\dot u\}$ lost 0.0968 bohr³. The function $p$ is the response of the s radial function to the field.

The argument needs $u$ at the energy of the perturbed state. For $E\ne E_0$ the pair represents $u(E_0)=u+(E_0-E)\dot u+\tfrac12(E_0-E)^2\ddot u+\dots$ through the linear term, the result depends on which $p$ is chosen, and a loss can remain. For $\{u,\dot u,p\}$ at $E=-1/8$, $R=3$, with the $p$ above, $\Delta=1.158\times10^{-2}$ bohr³ against $2.0325\times10^{-2}$ bohr³ without $p$. This $p$ removes 43% of the loss, so the remainder is of the same order as the loss it was meant to cure. Another choice can do much better: $p=w$, which is also a regular solution of $(h-E_0)p=-s$, gives $\Delta=0$ at any $E$.

The analysis keeps the 1s state exact and treats one electron. An approximate $\psi_0$ changes the source, an approximate $E_0$ changes the operator, and the bound $J\le9/2$ derived in (c) then need not hold.

## Table of computed values

```
alpha symbolic = 9/2 bohr^3 = 0.66683 Angstrom^3
alpha finite field (F=0.002,0.004 au) = 4.499999 bohr^3
lowest p level = -0.12500000 Ha
<2p|s> = 0.744936 bohr, alpha_2p = 2.959621 bohr^3, fraction 0.657694
small-R residuals: r^5 1/128, r^4 2/7
worked case R = 2 bohr, E = -0.5 Ha (atomic units):
 u = 1.484093, u' = 1.312877
 udot = -0.427248, udot' = -1.725582, Ndot = 0.043519
 D = -0.730769, w = -1.250174, w'-Dw = -1.226132
 <u|s> = 0.588740, <udot|s> = 0.031810, <w|s> = -0.639750
 A11, A12, A22 = 1.7789860, -0.5121431, 0.4353231
 b1, b2 = -1.4985869, 0.2301210
 a, b = -1.0436821, -0.6992360
 S = 2.8123782, Delta = 6.0995e-03, Delta(u only) = 2.8761e-01 bohr^3
 alpha model = 4.493900 bohr^3 = 0.66593 Angstrom^3
 slope jump at R = 0.148907
R/bohr E/Ha  S  Delta(u)  Delta(u,udot) [bohr^3]  1-Delta/alpha  1-Delta/S
1 -0.500 1.01286 8.2800e-03 2.7894e-05 0.999994 0.999972
1 -0.125 1.01286 2.2120e-03 1.4885e-05 0.999997 0.999985
1  0.500 1.01286 1.2222e-03 1.3113e-05 0.999997 0.999987
2 -0.500 2.81238 2.8761e-01 6.0995e-03 0.998645 0.997831
2 -0.125 2.81238 6.1301e-02 1.9199e-03 0.999573 0.999317
2  0.500 2.81238 2.7052e-01 3.6246e-03 0.999195 0.998711
3 -0.500 3.88651 1.3180e+00 9.6820e-02 0.978484 0.975088
3 -0.125 3.88651 2.6349e-01 2.0325e-02 0.995483 0.994770
3  0.500 3.88651 2.7051e+00 1.8397e-01 0.959118 0.952665
5 -0.500 4.45091 3.6890e+00 1.3980e+00 0.689330 0.685904
5 -0.125 4.45091 8.7238e-01 1.9819e-01 0.955957 0.955471
5  0.500 4.45091 4.3634e+00 4.2471e+00 0.056202 0.045794
cost of slope matching, R=2, E=-0.5, N=40,80,160: 3.699e-04, 9.958e-05, 2.554e-05 bohr^3
R=0.001 bohr, E=-0.5 Ha: 15552 Delta/R^9 = 0.99917, 525 Delta(u)/(4R^7) = 3.99475
R=0.001 bohr, E=-0.125 Ha: 15552 Delta/R^9 = 0.99850, 525 Delta(u)/(4R^7) = 1.55977
R=0.001 bohr, E=0.5 Ha: 15552 Delta/R^9 = 0.99807, 525 Delta(u)/(4R^7) = 0.00000
R=40 bohr: fraction 0.6576936 (E=-0.125 Ha), 7.72e-24 (E=-0.5 Ha)
udot(40)/(-48 e^(r/2)/r^2) at E=-0.125 Ha = 1.11479
R=3 bohr, span(u,p), E=-0.5 Ha: alpha = 4.50000000 bohr^3
R=3 bohr, span(u,udot,p), E=-0.125 Ha: Delta = 1.158e-02 bohr^3
```
